# Exact constraints and the second-order gradient expansion of the exchange hole

## The gradient-expanded exchange hole and its real-space cutoff

At reduced gradient $s=1$, the exchange hole of the second-order gradient expansion (GEA) holds $13.057$ electrons inside the scaled radius $Z=64.40$ and $-12.330$ electrons inside $Z=67.54$. The exact hole holds between zero and one electron inside any radius. Yet the same GEA hole, integrated with a smooth damping that is removed last, lowers the error of the neon exchange energy from $8.9\%$ (LDA) to $4.6\%$ of the exact value. The expansion is correct near the electron and meaningless far from it. With a sharp upper limit neither the electron count nor the energy integral converges; with the damping the count is one and the energy is finite.

### Exact constraints

Atomic units are used in the algebra. The system is spin unpolarized, with a local potential $v$, Fermi level $\varepsilon_F$ and a real density matrix $\gamma=2\gamma_\sigma$. The exchange hole around an electron at $\mathbf r$ is
$$n_x(\mathbf r,\mathbf r+\mathbf u)=-\frac{\sum_\sigma\gamma_\sigma^2}{n(\mathbf r)}=-\frac{\gamma^2}{2n}\equiv-\frac n2\,y,\qquad y=\frac{\gamma^2}{n^2}.$$
Negativity, $y\ge0$, holds because $y$ is a square. Normalization holds because $\gamma_\sigma$ is a projector: $\int\gamma_\sigma^2\,d^3u=n/2$, so $\int\gamma^2d^3u=2n$ and $\int n_x\,d^3u=-1$.

With $k=(3\pi^2n)^{1/3}$, $\mathbf s=\nabla n/(2kn)$, $x=ku$, $z=2x$, $\mu=\hat{\mathbf u}\cdot\hat{\mathbf s}$ and $\bar y$ the average over $\mu$, the electron count inside $z<Z$ is
$$N(Z)=\frac n2\,4\pi\!\int\! u^2\bar y\,du=\frac{k^3}{6\pi^2}\frac{4\pi}{8k^3}\int_0^Z\! z^2\bar y\,dz=\frac1{12\pi}\int_0^Z\! z^2\bar y\,dz ,$$
and the energy per electron is $\epsilon_x=\tfrac12\int n_x\,d^3u/u=-\pi n\int u\bar y\,du=-(k/12\pi)\int z\bar y\,dz$. Division by the uniform-gas value $-3k/4\pi$ gives the enhancement factor $F=\tfrac19\int z\bar y\,dz$.

### The density matrix to second order

The Bloch kernel $C=\langle\mathbf r+\mathbf u|e^{-\beta H}|\mathbf r\rangle$ obeys $\partial_\beta C=\tfrac12\nabla_u^2C-v(\mathbf r+\mathbf u)C$. Write $C=C_0e^{-\beta v}P$, with $v=v(\mathbf r)$ and the free kernel $C_0=(2\pi\beta)^{-3/2}e^{-u^2/2\beta}$. Since $\partial_\beta C_0=\tfrac12\nabla_u^2C_0$ and $\nabla_uC_0=-(\mathbf u/\beta)C_0$,
$$\Big(\partial_\beta+\frac{\mathbf u\cdot\nabla_u}{\beta}\Big)P=\tfrac12\nabla_u^2P-\big(\mathbf g\cdot\mathbf u+\tfrac12\mathbf u h\mathbf u\big)P,$$
where $\mathbf g=\nabla v$ is first order, $h_{ij}=\partial_i\partial_jv$ is second order, and higher derivatives are dropped. On $\beta^m$ times a polynomial of degree $l$ in $\mathbf u$, the left side multiplies by $(m+l)/\beta$. At first order, $P_1=-\beta\,\mathbf g\cdot\mathbf u/2$ gives $-\mathbf g\cdot\mathbf u$ on both sides. At second order the source is $-\tfrac12\mathbf uh\mathbf u-(\mathbf g\cdot\mathbf u)P_1=-\tfrac12\mathbf uh\mathbf u+\tfrac12\beta(\mathbf g\cdot\mathbf u)^2$. Inserting $P_2=c_1\beta^2(\mathbf g\cdot\mathbf u)^2+c_2\beta\,\mathbf uh\mathbf u+c_3\beta^3g^2+c_4\beta^2\nabla^2v$, for which $\tfrac12\nabla_u^2P_2=c_1\beta^2g^2+c_2\beta\nabla^2v$, and matching terms gives $4c_1=\tfrac12$, $3c_2=-\tfrac12$, $3c_3=c_1$, $2c_4=c_2$. Hence $c_1=\tfrac18$, $c_2=-\tfrac16$, $c_3=\tfrac1{24}$, $c_4=-\tfrac1{12}$.

Each orbital contributes $\int e^{-\beta\varepsilon_F}\theta(\varepsilon_F-\varepsilon)\,d\varepsilon_F=e^{-\beta\varepsilon}/\beta$, so $2C/\beta$ is the Laplace transform of $\gamma$ in $\varepsilon_F$. The factor $e^{-\beta v}$ shifts the variable to $E=\varepsilon_F-v=k_0^2/2$, and each power of $\beta$ becomes $\partial_E=k_0^{-1}\partial_{k_0}$. Boundary terms of this rule sit at $E=0$, so the result holds only where $E>0$. Distance from a turning point is not enough: electrons at the Fermi level reflected there add oscillating terms that the expansion misses and that stay of second order. In a linear potential the second-order part of $n$ oscillates between about $-5$ and $+7$ times the smooth term $-g^2/24\pi^2k_0^3$ at any distance from the turning point, and that term is only the mean. The free-gas function and its derivatives $G_m=\partial_E^mG$, for wavevector $k$, are
$$G=\frac1{\pi^2}\!\int_0^{k}\!p^2j_0(pu)\,dp=\frac{k^2j_1(x)}{\pi^2u},\quad G_1=\frac{\sin x}{\pi^2u},\quad G_2=\frac{\cos x}{\pi^2k},\quad G_3=-\frac{x\sin x+\cos x}{\pi^2k^3},$$
with $j_0=\sin x/x$ and $j_1=\sin x/x^2-\cos x/x$. Then, at $k_0$,
$$\gamma=G-\tfrac12\mathbf g\cdot\mathbf u\,G_1+\tfrac18(\mathbf g\cdot\mathbf u)^2G_2+\tfrac1{24}g^2G_3-\tfrac16\mathbf uh\mathbf u\,G_1-\tfrac1{12}\nabla^2v\,G_2 .$$

The potential is eliminated in favour of $n$. Let $\mathbf a=\nabla k$, $a_u=\mathbf a\cdot\hat{\mathbf u}$ and $H_{uu}=\hat u_i\hat u_j\partial_i\partial_jk$. Since $k_0-k$ turns out to be second order, $\mathbf g=-k\mathbf a$, $\mathbf uh\mathbf u=-u^2(a_u^2+kH_{uu})$ and $\nabla^2v=-(a^2+k\nabla^2k)$ to the order needed. At $u=0$ the expression gives $n=k_0^3/3\pi^2+n_2$ with $\pi^2n_2=-a^2/24k+(a^2+k\nabla^2k)/12k$. Comparison with $n=k^3/3\pi^2$ gives $k^2(k_0-k)/\pi^2=-n_2$, and $\partial_kG=k^2j_0/\pi^2$ then gives $G(k_0)=G(k)-j_0n_2$. This shift replaces $\cos x$ by $\cos x-j_0=-xj_1$ in the $g^2$ and $\nabla^2v$ terms, so the $a^2$ terms sum to $-(x\sin x-xj_1)/24k-xj_1/12k=-u(\sin x+j_1)/24$. The three orders are
$$\pi^2\gamma_0=\frac{k^3j_1}{x},\qquad \pi^2\gamma_1=\tfrac12ka_u\sin x,$$
$$\pi^2\gamma_2=a_u^2u\Big(\frac{x\cos x}8+\frac{\sin x}6\Big)-\frac{a^2u}{24}(\sin x+j_1)+\frac{x\sin x}6H_{uu}-\frac{xj_1}{12}\nabla^2k .$$

These were tested against the band-structure density matrix of a gas in $v_0\cos(2\pi X/\lambda)$, $X$ being a Cartesian coordinate, with $\varepsilon_F=12$ eV and $v_0=2$ eV, so that $E>0$ everywhere. For $u$ from $0.5$ to $2.5$ Å and $\lambda=40$ Å the rms errors of $\gamma$, relative to the local $n$, are $3.6\times10^{-3}$, $2.0\times10^{-4}$ and $1.2\times10^{-5}$ at orders 0, 1 and 2. Doubling $\lambda$ reduces them by $2.00$, $4.00$ and $7.99$, as errors of first, second and third order must.

### Why the far field fails

At large $x$, $\gamma_0\sim u^{-2}$, $\gamma_1\sim u^0$ and $\gamma_2\sim u^2$. The growth comes from a phase. Asymptotically $\pi^2\gamma_0\to-k\cos(ku)/u^2$. In a varying medium the phase accumulated along $\mathbf u$ is $\int_0^uk\,dl=ku+\delta+H_{uu}u^3/6$ with $\delta=a_uu^2/2$. Expanding the cosine of this phase yields $+\tfrac12ka_u\sin x$, $+\tfrac18ka_u^2u^2\cos x$ and $+\tfrac16xH_{uu}\sin x$. These are $\pi^2\gamma_1$ and the fastest-growing $a_u^2$ and $H_{uu}$ terms of $\pi^2\gamma_2$. From $\nabla n/n=3\mathbf a/k$ follows $\mathbf a=2k^2\mathbf s/3$, so $\delta=s\mu x^2/3=s\mu z^2/12$. In the far field the expansion parameters are $w=sz^2$ and $H_{uu}u^3$, so small $s$ alone is not enough, and for any $s\ne0$ the truncated series fails beyond $z\sim(s|\mu|)^{-1/2}$. Across the gradient $\delta$ vanishes and the range is longer: in a linear potential with $s=0.005$, at $sz^2/12=3$, the second-order $\gamma$ errs by $4.9$ times the envelope $k/\pi^2u^2$ along the gradient and by $0.004$ times it across.

The GEA hole keeps $\gamma_0^2+2\gamma_0\gamma_1+\gamma_1^2+2\gamma_0\gamma_2$. This is $(\gamma_0+\gamma_1+\gamma_2)^2$ without $2\gamma_1\gamma_2+\gamma_2^2$, and nothing keeps it positive. In the far field the bounded function $y=9\cos^2(x+\delta)/x^4$ is replaced by $9[\cos^2x-\delta\sin z-\delta^2\cos z]/x^4$, whose last term is $-s^2\mu^2\cos z$ and does not decay. In the 40 Å gas at $X=\lambda/4$, where $s^2=1.222\times10^{-4}$, the truncated $y$ along the gradient reaches $-1.219\times10^{-4}$ for $u$ between 30 and 40 Å, while the exact $y$ there does not exceed $1.04\times10^{-6}$. Restoring the dropped terms would restore the sign but not the norm, since $\gamma_2^2$ grows as $u^4$.

### Removing the second derivatives

$E_x=\tfrac12\int d^3u\,u^{-1}\int d^3r\,n\,n_x$ depends only on $\int d^3r\,\gamma^2$ at fixed $\mathbf u$. For a finite or periodic system, $\int A(k,u)\,\partial_i\partial_jk\,d^3r=-\int\partial_kA\,\partial_ik\,\partial_jk\,d^3r$. The second-order part of $\pi^4\gamma^2$ is
$$k^2a_u^2\Big[\frac{\sin^2x}4+\frac{xj_1\cos x}4+\frac{j_1\sin x}3\Big]-\frac{k^2a^2}{12}j_1(\sin x+j_1)+\frac{k^3j_1\sin x}3H_{uu}-\frac{k^3j_1^2}6\nabla^2k .$$
Two identities are used: $\partial_k[k^3f(ku)]=k^2(3f+xf')$ and $xj_1'=\sin x-2j_1$. For $f=j_1\sin x/3$, $3f+xf'=j_1\sin x+(\sin^2x-2j_1\sin x+xj_1\cos x)/3$. Subtracting this from the $a_u^2$ bracket cancels the $j_1\sin x$ terms and leaves
$$-\tfrac1{12}\big(\sin^2x+xj_1\cos x\big)=-\tfrac1{12}\Big(\frac{\sin z}z-\cos z\Big)=-\tfrac1{12}\,zj_1(z).$$
For $f=-j_1^2/6$, $3f+xf'=-j_1^2/2-j_1(\sin x-2j_1)/3=j_1^2/6-j_1\sin x/3$. Subtracting this from $-j_1(\sin x+j_1)/12$ leaves $j_1(\sin x-j_1)/4$. With $1/n^2=9\pi^4/k^6$ and $k^2a^2=4k^6s^2/9$, second-order terms are multiplied by $4s^2$, and $2\pi^4\gamma_0\gamma_1=k^4a_uj_1\sin x/x$ becomes $6s\mu j_1\sin x/x$:
$$y=\frac{9j_1^2(x)}{x^2}+6s\mu\,\frac{j_1(x)\sin x}{x}-\frac{s^2\mu^2}3\,zj_1(z)+s^2j_1(x)\big[\sin x-j_1(x)\big].$$
In the model gas the spatial average of the $s^2$ terms matches the exact average of $\gamma^2$ minus its LDA part. The error relative to the norm of the $s^2$ terms is $0.0034$ along the gradient and $0.0015$ across it at 40 Å, and it falls by $4.00$ at 80 Å.

Only the system average survives the integration by parts, and the pointwise $y$ is a convention. Its far field is $+s^2\mu^2\cos z/3$ instead of $-s^2\mu^2\cos z$. The linear term is a total derivative, $B(k,u)a_u=\hat{\mathbf u}\cdot\nabla\!\int^k\!B\,dk$, and could be dropped without changing the GEA energy. The cutoff is nonlinear in $y$, so its result depends on these choices. The dependence is not small: dropping the linear term changes $z_c$ and $F$ at $s=1$ from $6.22$ and $1.224$ to $9.91$ and $1.165$, and $(F-1)/s$ at $s=0.02$ from $0.125$ to $0.083$. The numbers below keep the linear term unless stated otherwise.

### Negativity and normalization of the GEA hole

At a zero $x_m$ of $j_1$ three of the four terms vanish. There $\sin x_m/x_m=\cos x_m$, so $zj_1(z)=\sin x\cos x/x-\cos^2x+\sin^2x=\sin^2x_m$ and
$$y=-\tfrac13s^2\mu^2\sin^2x_m<0$$
for every $s\ne0$ and $\mu\neq0$. At the first zero, $x=4.4934$ and $z=8.9868$, the coefficient is $-0.3176$. The hole is positive there however small the gradient.

The angular average removes the linear term and sets $\mu^2\to\tfrac13$, so $\bar y=J+s^2f_2$ with $J=9j_1^2/x^2$. The half-angle formulas give $j_1\sin x=2(1-\cos z)/z^2-\sin z/z$ and $j_1^2=[8(1-\cos z)-8z\sin z+2z^2(1+\cos z)]/z^4$, hence
$$z^2f_2=\frac{z^2\cos z}9-\frac{10}9z\sin z-4\cos z+\frac{8\sin z}z-\frac{8(1-\cos z)}{z^2}.$$
$J$ is the uniform-gas hole and integrates to $N=1$ by the projector property. The first term of $z^2f_2$ integrates to $Z^2\sin Z/9$ at leading order, so $N(Z)\simeq1+s^2Z^2\sin Z/108\pi$. At $s=1$ this gives $13.225$ and $-12.446$ at the two radii of the opening, and the subleading part of this integral, the remaining terms of $z^2f_2$ and the tail of $J$ together supply the differences of $0.17$ and $0.12$.

The GEA norm is therefore not a wrong finite number. The integral does not exist, and a smooth damping removed last returns the right value. With $e^{-\eta z}$, $\int_0^\infty z^me^{(i-\eta)z}dz=m!/(\eta-i)^{m+1}\to m!\,i^{m+1}$, so $\cos z$, $z\sin z$ and $z^2\cos z$ integrate to zero. The last two terms cancel, because integration by parts turns $\int(1-\cos z)z^{-2}dz$ into $\int z^{-1}\sin z\,dz$. With Gaussian damping the computed $s^2$ part of $N$ is $0.015045$ at $\eta=0.04$ and $0.030090$ at $\eta=0.08$, linear in $\eta$ and extrapolating to zero. The slope is that of the non-oscillating tail $-8/z^2$, for which $8\int(1-e^{-\eta^2z^2})z^{-2}dz=8\sqrt\pi\,\eta$, to be divided by $12\pi$.

For the energy, $(j_0^2+j_1^2)'=-4j_1^2/x$ follows from $j_0'=-j_1$ and $j_1'=j_0-2j_1/x$, so $\int zJ\,dz=36\int j_1^2\,dx/x=9$, which confirms $-3k/4\pi$. In $zf_2$ the damped terms give $\tfrac19(-1)-\tfrac{10}9(1)=-\tfrac{11}9$. The other three terms are the derivative of $4(1-\cos z)/z^2-4\sin z/z$, which runs from $-2$ to $0$. The sum is $\tfrac79$, and
$$F_{\rm GEA}=1+\tfrac7{81}s^2 .$$
Quadrature with $\eta=0.005$ gives $0.08636$ against $7/81=0.08642$. This coefficient belongs to a screened interaction with the screening removed after the gradient expansion. Since the integral needs the damping, the derivation says nothing about the opposite order of limits.

### The cutoff and the enhancement factor

The repair has two steps, and the first forces the second. Setting $y\to y_+=\max(y,0)$ restores negativity and removes the cancellation between lobes. The period average of the positive part of $\cos z$ is $1/\pi$, so $\bar y_+\to s^2/9\pi$ on average and $N$ grows monotonically as $s^2Z^3/324\pi^2$. A non-decreasing, unbounded $N$ reaches 1 for every $s\ne0$, and $z_c(s)$ is the smallest radius where it does. $N$ has plateaus. Just below a zero $x_m$ of $j_1$, $j_1\sin x\simeq(x-x_m)\sin^2x_m/x_m<0$, so the $\mu$-independent part of $y$ is negative and linear in $x-x_m$, the $\mu^2$ coefficient is negative and finite, and the squared linear coefficient is only quadratic in $x-x_m$; hence $y<0$ for all $\mu$. As $s$ grows $z_c$ jumps across these ranges, for instance across the one ending at $z=8.99$ between $s=0.5$ and $s=1$, while $F$ stays continuous because a plateau adds nothing to it. The conditions are
$$\frac1{12\pi}\int_0^{z_c}z^2\bar y_+\,dz=1,\qquad F(s)=\frac19\int_0^{z_c}z\,\bar y_+\,dz .$$
At fixed $z$, $y$ is a quadratic in $\mu$. Its roots split $[-1,1]$ into at most three intervals of fixed sign, and $\bar y_+$ is half the sum of the positive interval integrals. Direct clipping on a $(z,\mu)$ grid agrees within $2\times10^{-4}$ in $F$ at $s=0.5$, 1 and 3.

| $s$ | $z_c$ | $F$ | GEA | PW86 | PBE |
|---|---|---|---|---|---|
| 0.1 | 25.04 | 1.013 | 1.001 | 1.001 | 1.002 |
| 0.25 | 17.31 | 1.033 | 1.005 | 1.009 | 1.013 |
| 0.5 | 11.58 | 1.070 | 1.022 | 1.054 | 1.051 |
| 1 | 6.22 | 1.224 | 1.086 | 1.205 | 1.172 |
| 2 | 4.34 | 1.445 | 1.346 | 1.442 | 1.420 |
| 3 | 3.70 | 1.614 | 1.778 | 1.612 | 1.571 |
| 10 | 2.34 | 2.358 | 9.642 | 2.338 | 1.776 |

At a model point with $k=2$ Å$^{-1}$ and $s=1$, $n=2^3/3\pi^2=0.2702$ Å$^{-3}$ and the hole ends at $u_c=z_c/2k=6.220/4=1.555$ Å. The clipped hole continued to $3z_c$ would hold $3.77$ electrons. The energies per electron are $-6.875$ eV (LDA), $-6.875\times1.0864=-7.47$ eV (GEA) and $-6.875\times1.2239=-8.41$ eV (cutoff).

**Large $s$.** Here $z_c\to0$. With $j_1(x)\simeq x/3$ and $t=sz$, $y\simeq1+t\mu+t^2(\tfrac1{18}-\tfrac19\mu^2)$. For $t\gg1$ clipping removes the cones $\mu^2>\tfrac12$, the odd term cancels at first order in the average, and $\bar y_+\to ct^2$ with $c=\int_0^{1/\sqrt2}(\tfrac1{18}-\tfrac19\mu^2)\,d\mu=\sqrt2/54=0.02619$. Normalization reads $ct_c^5/5=12\pi s^3$, and $F=ct_c^4/36s^2$. Thus
$$z_c=\Big(\frac{60\pi}c\Big)^{1/5}s^{-2/5}=5.908\,s^{-2/5},\qquad F=\frac c{36}\Big(\frac{60\pi}c\Big)^{4/5}s^{2/5}=0.8863\,s^{2/5}.$$
The numerical cutoff at $s=10^6$ gives $5.9080$ and $0.8863$, and the rPW86 functional has $0.8861$. One electron confined to $u_c\propto s^{-2/5}/k$ has energy of order $-1/u_c$, which is why $s^2$ is tamed to $s^{2/5}$. $F$ remains unbounded and passes the PBE ceiling $1.804$ at $s=4.37$. That ceiling, $2.273/2^{1/3}$, is a pointwise condition on exchange sufficient for the Lieb–Oxford bound at any spin polarization; for an unpolarized density the corresponding value is $2.273$, which $F$ has passed by $s=10$. The bound constrains the integrated energy, so neither crossing alone shows a violation.

**Small $s$.** Here $z_c\to\infty$ at fixed $w=sz^2$. With $j_1\to-\cos x/x$ and $p=w\mu$,
$$z^4y\simeq72+\big(72+\tfrac13p^2\big)\cos z-12p\sin z=72+R\cos(z+\text{phase}),\qquad R^2-72^2=192p^2+\tfrac19p^4 .$$
For $\cos\varphi=72/R$ the function is positive over a phase range $\pm(\pi-\varphi)$, and its positive part has period average $[72(\pi-\varphi)+R\sin\varphi]/\pi=72+72(\tan\varphi-\varphi)/\pi$. Let $\mathcal E(w)$ be the $\mu$ average of the excess over 72. The cutoff at $z_c=\sqrt{W/s}$ discards $\int_{z_c}^\infty72z^{-2}dz=72/z_c$ from $12\pi N$ and $36/z_c^2$ from $9F$. The unclipped oscillating terms add only $O(s)$ and $O(s^{3/2})$ to these, one half-power smaller. With $dz/z^2=\sqrt s\,dw/2w^{3/2}$ and $dz/z^3=s\,dw/2w^2$,
$$\int_0^W\frac{\mathcal E\,dw}{2w^{3/2}}=\frac{72}{\sqrt W},\qquad F-1=bs,\quad b=\frac19\Big[\int_0^W\frac{\mathcal E\,dw}{2w^2}-\frac{36}W\Big].$$
The slope is positive, because equal amounts of charge are removed outside $z_c$ and added inside, where the extra weight $1/z$ of the energy is larger. The solution is $W=65.45$, $z_c=8.09/\sqrt s$ and $b=0.124$. The full cutoff at $s=10^{-4}$ gives $8.099$ and $0.1237$, within the 2% tested. The numerical GGA therefore reaches the LDA linearly and does not recover the GEA coefficient: at $s=0.1$, $F-1$ is $0.0129$ against $0.0009$.

The cutoff also lies outside the range where the series is valid. At small $s$ the phase shift along the gradient reaches $W/12\approx5.5$ rad at $z_c$, and at $s=1$ it is $6.22^2/12\approx3.2$ rad. The outer part of the cutoff hole is fixed by the two constraints, not by a controlled expansion.

### Atoms

On Hartree–Fock/cc-pVQZ densities, $E_x=\int n\,(-3k/4\pi)F\,d^3r$ gives the following energies in eV, with the error of the magnitude relative to the Hartree–Fock exchange energy in brackets. For neon the reference orbitals come from a nonlocal potential, whereas the expansion assumed a local one.

| | He | Ne |
|---|---|---|
| exact | −27.91 | −329.53 |
| LDA | −24.06 (−13.8%) | −300.26 (−8.9%) |
| GEA | −26.40 (−5.4%) | −314.41 (−4.6%) |
| cutoff | −28.45 (+1.9%) | −337.76 (+2.5%) |
| PW86 | −28.11 (+0.7%) | −332.56 (+0.9%) |

The cutoff values are $-1.0455$ and $-12.4124$ hartree, against exact values of $-1.0258$ and $-12.1100$. The last digits are not converged. Near the Hartree–Fock basis limit the neon entries shrink in magnitude by $0.02$ to $0.05$ eV (exact $-12.108$, cutoff about $-12.411$ hartree) and the helium entries by at most $0.01$ eV, and the grid and interpolation of $F$ affect the neon cutoff value by about $0.02$ eV. The percentages move by at most $0.01$. With the linear term kept, the cutoff removes the GEA deficit with no fitted parameter, but it overshoots, and by more than PW86 does. The sign of the error depends on that convention: with the linear term dropped the errors are $-2.0\%$ for He and $-0.2\%$ for Ne. The ratio $E_x/E_x^{\rm LDA}$ is the average of $F$ weighted by the LDA energy density. For neon it is $337.76/300.26=1.125$ for the cutoff, $332.56/300.26=1.108$ for PW86 and $329.53/300.26=1.097$ for the exact energy. The gap of $0.017$ between the first two is the weighted average of a gap in $F$ that is not monotonic in $s$: $0.024$ at $s=0.25$, $0.0164$ at $s=0.5$, $0.012$ at the weighted mean $s=0.673$ and $0.0184$ at $s=1$. About 90% of it comes from $s<1$. At $s=2$ and 3 the gap is below $0.003$. That the overshoot relative to the exact energy also comes from the range $s<1$ is a conjecture, since the exact energy has no unique resolution in $s$.

### What to do

The GEA hole can be trusted only where $s|\mu|z^2/12\ll1$, $|H_{uu}|u^3/6\ll1$ and $E>0$, with the caveat that a turning point adds oscillating second-order terms even far from it, and its integrated-by-parts form only in the system average. Its moments in $u$ should not be taken with a sharp upper limit, and a damped moment should be quoted with its order of limits. A cutoff hole should be specified with its integration-by-parts convention and its treatment of the linear term. Where a negative, normalized GGA exchange hole is needed, the cutoff hole supplies one for each $s\ne0$, in general with a discontinuity at $u_c$ and with a radius that jumps at isolated values of $s$. For energies of slowly varying densities the raw $F(s)$ should not be used, because its term $0.124\,s$ comes from clipping and from the sharp radius, and it exceeds $7s^2/81$ as $s\to0$. An analytic form should follow the numerical curve of the chosen convention for $s\gtrsim1$ and take its small-$s$ curvature from another source. PW86 uses the screened-limit value $7/81$; the literature value for the bare Coulomb interaction, not derived here, is $10/81$. If the PBE ceiling $1.804$ is wanted, it has to be imposed separately above $s\approx4.4$, at the cost of the $s^{2/5}$ law. The program that produced these numbers follows, with its output.

## Numbers as computed

```
gas: Fermi level 12.0 eV, v0 2.0 eV, u = 0.5..2.5 angstrom
lambda 40 angstrom: mean n 0.1898 angstrom^-3, max s 0.01140
  rms error gamma/n, orders 0,1,2: 3.592e-03 1.976e-04 1.226e-05
  rel. error of averaged s^2 hole, along/across: 0.0034 0.0015
  x=lambda/4, u=30..40 angstrom: s^2 1.222e-04
  min local GEA y -1.219e-04, max exact y 1.039e-06
lambda 80 angstrom: mean n 0.1898 angstrom^-3, max s 0.00570
  rms error gamma/n, orders 0,1,2: 1.797e-03 4.946e-05 1.534e-06
  rel. error of averaged s^2 hole, along/across: 0.0008 0.0004
error ratios 40/80, orders 0,1,2: 2.00 4.00 7.99
averaged-hole error ratios 40/80: 4.00 4.00
first zero of j1: x 4.4934, z 8.9868; y/(s m)^2 there -0.3176
s^2 part of N, Gaussian damping eta 0.04, 0.08: 0.015045 0.030090
  extrapolated to eta 0: 2.6e-15
s^2 coefficient of F, exp(-0.005 z): 0.08636; 7/81 = 0.08642
sharp limit Z 64.40, s 1: N 13.057, asymptote 13.225
sharp limit Z 67.54, s 1: N -12.330, asymptote -12.446
s, zc, F numerical, F GEA, F PW86, F PBE (dimensionless)
 0.10  25.042 1.0129 1.0009 1.0010 1.0022
 0.25  17.309 1.0326 1.0054 1.0085 1.0135
 0.50  11.578 1.0705 1.0216 1.0540 1.0514
 1.00   6.220 1.2239 1.0864 1.2055 1.1724
 1.50   4.928 1.3436 1.1944 1.3360 1.3060
 2.00   4.344 1.4448 1.3457 1.4422 1.4197
 3.00   3.697 1.6143 1.7778 1.6122 1.5714
 5.00   3.043 1.8803 3.1605 1.8695 1.7013
10.00   2.340 2.3579 9.6420 2.3376 1.7756
large s: c 0.02619; zc s^0.4 formula 5.9079, at s=1e6 5.9080
large s: F/s^0.4 formula 0.8863, at s=1e6 0.8863, rPW86 0.8861
small s: W 65.45, sqrt(W) 8.090, slope b 0.1240
  s 1e-03: zc sqrt(s) 8.120, (F-1)/s 0.1241
  s 1e-04: zc sqrt(s) 8.099, (F-1)/s 0.1237
PBE ceiling 1.8040 crossed by numerical F at s 4.37
model point: k 2.0 1/angstrom, s 1.0, n 0.2702 angstrom^-3
  cutoff radius 1.5551 angstrom; clipped N at 3 zc 3.77
  eps_x LDA -6.8753, GEA -7.4695, numerical GGA -8.4146 eV
He: exact hole norm -1.000000; energy-weighted mean s 0.911
  Ex exact -27.91 eV (-1.0258 hartree), LDA -24.06, GEA -26.40 eV
  Ex numerical GGA -28.45 eV (-1.0455 hartree), PW86 -28.11 eV
  error %: LDA -13.82 GEA -5.44 GGA 1.92 PW86 0.70
Ne: exact hole norm -1.000000; energy-weighted mean s 0.673
  Ex exact -329.53 eV (-12.1100 hartree), LDA -300.26, GEA -314.41 eV
  Ex numerical GGA -337.76 eV (-12.4124 hartree), PW86 -332.56 eV
  error %: LDA -8.88 GEA -4.59 GGA 2.50 PW86 0.92
```
